# How long does copper take to diffuse through a silicon wafer?: test program

```python
"""Copper crossing a silicon wafer by diffusion at room temperature.

Result under test: with D = D0 exp(-E/(kB T)), an atom that starts at the
reflecting front face first reaches the back face, a distance L away, after
the mean time L^2/(2 D). The fraction arrived by time t is
  F(t) = 1 - (4/pi) sum_n (-1)^n/(2n+1) exp(-(2n+1)^2 pi^2 D t/(4 L^2)),
which is also the relative concentration at the sealed back of a wafer
whose front is held at constant concentration.
D0: prefactor, E: migration energy, T: temperature, L: wafer thickness.
Lengths are in angstrom, energies in eV, times in seconds.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc, erfcinv

# Input data
ANGSTROM_PER_CM = const.centi / const.angstrom
prefactor_cm = 3e-4
prefactor = prefactor_cm * ANGSTROM_PER_CM**2
energy = 0.18
temperature = 300.0
thickness = 0.5 * const.milli / const.angstrom

thermal_energy = const.k / const.e * temperature
exponent = energy / thermal_energy
diffusivity = prefactor * np.exp(-exponent)
scale_time = thickness**2 / diffusivity
mean_time = thickness**2 / (2 * diffusivity)


def arrived_fraction(time):
    """Fraction arrived, from the separated series."""
    n = np.arange(200)
    odd = 2 * n + 1
    decay = np.exp(-(odd * np.pi / 2)**2 * diffusivity * time / thickness**2)
    return 1 - 4 / np.pi * np.sum((-1.0)**n / odd * decay)


def late_time(fraction):
    """Time to reach a fraction, slowest term only."""
    return 4 * scale_time / np.pi**2 * np.log(4 / (np.pi * (1 - fraction)))


time_01 = scale_time / (4 * erfcinv(0.005)**2)
time_50 = late_time(0.5)
time_90 = late_time(0.9)

# Test: same mean time when everything is evaluated in atomic units
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
atomic_time = const.hbar / hartree
length_au = 0.5e-3 / bohr
diff_au = (3e-8 * atomic_time / bohr**2
           * np.exp(-(energy * const.e / hartree)
                    / (const.k * temperature / hartree)))
mean_from_au = length_au**2 / (2 * diff_au) * atomic_time
assert abs(mean_from_au / mean_time - 1) < 1e-8

# Test: mean-square displacement of a free walk is 2 D t
walk_sites = 100
step = thickness / walk_sites
step_time = step**2 / (2 * diffusivity)
free_steps = 150
position = np.arange(-free_steps, free_steps + 1) * step
free = np.zeros(2 * free_steps + 1)
free[free_steps] = 1.0
for _ in range(free_steps):
    moved = np.zeros_like(free)
    moved[1:] += 0.5 * free[:-1]
    moved[:-1] += 0.5 * free[1:]
    free = moved
mean_square = np.sum(free * position**2)
expected_square = 2 * diffusivity * free_steps * step_time
assert abs(mean_square / expected_square - 1) < 1e-10

# Test: mean arrival time from the linear equations of the walk,
# for two step lengths and for every starting site
for sites in (7, 60):
    tau = (thickness / sites)**2 / (2 * diffusivity)
    hop = 0.5 * (np.eye(sites, k=1) + np.eye(sites, k=-1))
    hop[0, 1] = 1.0
    solved = np.linalg.solve(np.eye(sites) - hop, np.full(sites, tau))
    start = np.arange(sites)
    assert np.allclose(solved, tau * (sites**2 - start**2), rtol=1e-9)
    assert abs(solved[0] / mean_time - 1) < 1e-9


def walk_arrivals(last_time):
    """Cumulative arrivals after each step of the explicit walk."""
    steps = int(np.ceil(last_time / step_time)) + 1
    prob = np.zeros(walk_sites)
    prob[0] = 1.0
    total = np.zeros(steps + 1)
    for k in range(1, steps + 1):
        moved = np.zeros_like(prob)
        moved[1:] += 0.5 * prob[:-1]
        moved[:-1] += 0.5 * prob[1:]
        moved[1] += 0.5 * prob[0]
        total[k] = total[k - 1] + 0.5 * prob[-1]
        prob = moved
    return total


# Wafer filling: conservation of copper in thin cells, front held fixed,
# no flux through the back; the deficit relative to the front is evolved
cells = 200
rates = -2 * np.eye(cells) + np.eye(cells, k=1) + np.eye(cells, k=-1)
rates[0, 0] = -3.0
rates[-1, -1] = -1.0
rates *= diffusivity / (thickness / cells)**2
eigenvalues, vectors = np.linalg.eigh(rates)
initial_weights = vectors.T @ np.ones(cells)


def back_concentration(time):
    """Relative concentration in the cell at the sealed back."""
    weights = np.exp(eigenvalues * time) * initial_weights
    return 1 - vectors[-1] @ weights


# Test: series against the walk and against wafer filling
hour = const.hour
check_times = [time_01, time_50, time_90, hour, 3 * hour]
arrivals = walk_arrivals(max(check_times))
for time in check_times:
    series = arrived_fraction(time)
    walked = arrivals[int(round(time / step_time))]
    # finite step length of the walk: error of order 1/walk_sites^2
    assert abs(series - walked) < 1e-3
    # finite cell width: error of order 1/cells^2
    assert abs(series - back_concentration(time)) < 1e-4

# Test: approximate times give the intended fractions in wafer filling
for time, fraction in ((time_01, 0.01), (time_50, 0.5), (time_90, 0.9)):
    assert abs(back_concentration(time) - fraction) < 3e-4

# Test: doubled half-space solution at an early time other than the 1 % time
early = 1.5 * time_01
doubled = 2 * erfc(thickness / np.sqrt(4 * diffusivity * early))
assert abs(doubled - back_concentration(early)) < 1e-4

# Test: the claim of hours, and the much earlier first arrivals
assert hour < mean_time < 2 * hour
assert 2 * hour < time_90 < 3 * hour
assert time_01 < 0.25 * hour

print(f"Prefactor D0 = {prefactor:.3e} angstrom^2/s")
print(f"Migration energy E = {energy:.2f} eV")
print(f"Temperature T = {temperature:.0f} K")
print(f"Wafer thickness L = {thickness:.3e} angstrom")
print(f"Thermal energy kB T = {thermal_energy:.6f} eV")
print(f"Exponent E/(kB T) = {exponent:.4f} (no unit)")
print(f"Boltzmann factor = {np.exp(-exponent):.4e} (no unit)")
print(f"Diffusivity D = {diffusivity:.4e} angstrom^2/s")
print(f"Diffusivity D = {diffusivity / ANGSTROM_PER_CM**2:.3e} cm^2/s")
print(f"Scale L^2/D = {scale_time:.0f} s")
print(f"Scale L^2/D = {scale_time / hour:.2f} h")
print(f"Mean arrival time L^2/(2D) = {mean_time:.0f} s")
print(f"Mean arrival time L^2/(2D) = {mean_time / hour:.2f} h")
print(f"z with erfc(z) = 0.005: {erfcinv(0.005):.4f} (no unit)")
print(f"Time for 1 % arrived = {time_01:.0f} s")
print(f"Time for 50 % arrived = {time_50:.0f} s")
print(f"Time for 90 % arrived = {time_90:.0f} s")
print(f"Time for 90 % arrived = {time_90 / hour:.2f} h")
print(f"Ratio t50/(L^2/D) = {time_50 / scale_time:.4f} (no unit)")
print(f"Ratio t90/(L^2/D) = {time_90 / scale_time:.4f} (no unit)")
print(f"Fraction arrived after 1 h = {arrived_fraction(hour):.3f}")
print(f"Fraction arrived after 3 h = {arrived_fraction(3 * hour):.3f}")
print(f"Same after 1 h, wafer filling = {back_concentration(hour):.3f}")
print(f"Same after 3 h, wafer filling = {back_concentration(3 * hour):.3f}")
print("all tests passed")
```

Output:

```
Prefactor D0 = 3.000e+12 angstrom^2/s
Migration energy E = 0.18 eV
Temperature T = 300 K
Wafer thickness L = 5.000e+06 angstrom
Thermal energy kB T = 0.025852 eV
Exponent E/(kB T) = 6.9627 (no unit)
Boltzmann factor = 9.4653e-04 (no unit)
Diffusivity D = 2.8396e+09 angstrom^2/s
Diffusivity D = 2.840e-07 cm^2/s
Scale L^2/D = 8804 s
Scale L^2/D = 2.45 h
Mean arrival time L^2/(2D) = 4402 s
Mean arrival time L^2/(2D) = 1.22 h
z with erfc(z) = 0.005: 1.9849 (no unit)
Time for 1 % arrived = 559 s
Time for 50 % arrived = 3335 s
Time for 90 % arrived = 9078 s
Time for 90 % arrived = 2.52 h
Ratio t50/(L^2/D) = 0.3788 (no unit)
Ratio t90/(L^2/D) = 1.0311 (no unit)
Fraction arrived after 1 h = 0.536
Fraction arrived after 3 h = 0.938
Same after 1 h, wafer filling = 0.536
Same after 3 h, wafer filling = 0.938
all tests passed
```
